# Unstable, neutral and stable modes of a thin-walled spherical nucleus

When an amorphous lead titanate film is annealed, crystallites form inside it. For a small crystallite, further growth would cost more interface energy than the added volume gains, so it shrinks; for a large one the balance is reversed, and it grows. The critical nucleus between them is stationary, but stationarity alone does not make it the top of a pass. The energy must fall along one direction of shape space and rise along the others, apart from displacements that merely move the nucleus. Whether a sphere has this property is decided by the second-order change of its area and volume under an arbitrary small deformation.

## Setting and statement

**Assumptions.** A uniform new phase occupies a region of volume $V$, bounded by a closed surface of area $A$, in an infinite uniform parent phase.

1. The wall is thin compared with the radius, and its energy per area $\sigma>0$ does not depend on orientation or curvature.
2. The energy gained per volume, $f>0$, is uniform.
3. No long-range energy depends on the shape.

Then
$$F=\sigma A-fV. \tag{1}$$

The surface is $r(\Omega)=R+\zeta(\Omega)$, where $\Omega$ is the direction from the centre and $\zeta$ is smooth, with $\zeta/R$ and its angular derivatives small. We write $\zeta=\sum_{lm}a_{lm}Y_{lm}$ with real spherical harmonics normalized by $\int Y_{lm}Y_{l'm'}\,d\Omega=\delta_{ll'}\delta_{mm'}$. The symbol $\nabla$ is the gradient on the unit sphere, and $O(n)$ means terms of order $n$ in the amplitude of $\zeta$ for a fixed form of deformation.

**Theorem.** The sphere is stationary at $R=2\sigma/f$, and there
$$F=\frac{16\pi\sigma^3}{3f^2}+\frac{\sigma}{2}\sum_{lm}(l-1)(l+2)\,a_{lm}^2+O(3). \tag{2}$$
The breathing mode $l=0$ is the only unstable mode. The three modes $l=1$ are neutral and are the infinitesimal translations. Every mode with $l\ge2$ is stable.

## Area and volume

**Lemma 1.**
$$A=4\pi R^2+2R\!\int\!\zeta\,d\Omega+\int\!\Big(\zeta^2+\tfrac12|\nabla\zeta|^2\Big)d\Omega+O(4), \tag{3}$$
$$V=\tfrac{4\pi}{3}R^3+R^2\!\int\!\zeta\,d\Omega+R\!\int\!\zeta^2d\Omega+\tfrac13\!\int\!\zeta^3d\Omega. \tag{4}$$

*Proof.* A surface point is $\mathbf X=r\,\mathbf e_r$. Its tangent vectors are
$$\mathbf X_\theta=r_\theta\mathbf e_r+r\,\mathbf e_\theta,\qquad \mathbf X_\phi=r_\phi\mathbf e_r+r\sin\theta\,\mathbf e_\phi .$$
With $\mathbf e_\theta\times\mathbf e_\phi=\mathbf e_r$, $\mathbf e_r\times\mathbf e_\phi=-\mathbf e_\theta$ and $\mathbf e_\theta\times\mathbf e_r=-\mathbf e_\phi$,
$$\mathbf X_\theta\times\mathbf X_\phi=r^2\sin\theta\,\mathbf e_r-r\,r_\theta\sin\theta\,\mathbf e_\theta-r\,r_\phi\,\mathbf e_\phi .$$
Since $|\nabla r|^2=r_\theta^2+r_\phi^2/\sin^2\theta$ and $\nabla r=\nabla\zeta$, the length of this vector is $r\sin\theta\sqrt{r^2+|\nabla\zeta|^2}$. Therefore
$$A=\int r^2\sqrt{1+\frac{|\nabla\zeta|^2}{r^2}}\,d\Omega=\int\Big(r^2+\tfrac12|\nabla\zeta|^2-\frac{|\nabla\zeta|^4}{8r^2}+\dots\Big)d\Omega .$$
The factor $r^2$ cancels in the second term, so no cubic term arises. Inserting $r^2=R^2+2R\zeta+\zeta^2$ gives (3). The volume is $\int d\Omega\int_0^{r}s^2ds=\frac13\int(R+\zeta)^3d\Omega$, whose expansion is (4). ∎

For a mixed deformation with $l\le3$, halving the amplitude reduced the remainder beyond second order with exponent 3.95 for the area and 3.00 for the volume, as (3) and (4) require.

**Lemma 2.** $\int|\nabla\zeta|^2d\Omega=\sum_{lm}l(l+1)a_{lm}^2$.

*Proof.* The sphere has no edge, so integration by parts gives $\int|\nabla\zeta|^2d\Omega=-\int\zeta\nabla^2\zeta\,d\Omega$. The result follows from $\nabla^2Y_{lm}=-l(l+1)Y_{lm}$ and orthonormality. ∎

## Proof of the theorem

The first-order part of $F$ is
$$F_1=(2\sigma R-fR^2)\int\zeta\,d\Omega .$$
It vanishes for every $\zeta$ only if $R=2\sigma/f$. The energy of that sphere is
$$4\pi\sigma R^2-\tfrac{4\pi}{3}fR^3=\frac{16\pi\sigma^3}{f^2}-\frac{32\pi\sigma^3}{3f^2}=\frac{16\pi\sigma^3}{3f^2}.$$

For any $R$, Lemmas 1 and 2 give the part quadratic in the amplitudes,
$$F_2=\sum_{lm}\Big[\sigma\Big(1+\frac{l(l+1)}2\Big)-fR\Big]a_{lm}^2 . \tag{5}$$
At the critical radius $fR=2\sigma$, and the bracket becomes
$$\frac\sigma2\,[l(l+1)-2]=\frac\sigma2(l-1)(l+2).$$
This is (2). The form is diagonal, so its signs can be read off. The second derivative $\sigma(l-1)(l+2)$ is $-2\sigma$ for the single mode $l=0$, zero for the three modes $l=1$, and at least $4\sigma$ for $l\ge2$. ∎

A direct numerical Hessian of $\sigma A-fV$ over the 16 modes with $l\le3$, for $R=\sigma=1$, gave $-2.000$, $0.000$, $4.000$ and $10.000$ for $l=0,1,2,3$.

**Physical reading.** Equation (2) can also be written
$$F_2=\frac\sigma2\int\big(|\nabla\zeta|^2-2\zeta^2\big)d\Omega .$$
The first term is the cost of tilting the wall. The second is the gain from moving the wall either way: the inward pull of the wall tension per area, $2\sigma/R$, is weaker on a larger sphere and stronger on a smaller one, while the drive is unchanged. A uniform displacement has no tilt and only gains. For $l=1$ the two terms cancel, and for $l\ge2$ tilt wins. At large $l$ the ratio of the curvature of the energy, $\sigma(l-1)(l+2)$, to $\sigma l^2$ tends to 1, and $\sigma l^2$ is the result for a flat wall with wave number $l/R$.

**Fixed volume.** If $V$ cannot change, (4) forces $a_{00}$ to be of second order, so $a_{00}^2$ is of fourth order and drops out of (2). With $V$ fixed, $\sigma\,\delta A=\delta F$, hence
$$\delta A=\tfrac12\sum_{l\ge1}(l-1)(l+2)a_{lm}^2+O(3).$$
The instability of the nucleus is therefore one of size; to this order no deformation at constant volume lowers the area.

## Why the $l=1$ modes are translations

A sphere shifted by $d$ along $z$ has
$$r=d\cos\theta+\sqrt{R^2-d^2\sin^2\theta},\qquad \zeta=d\cos\theta-\frac{d^2}{2R}\sin^2\theta+O(d^4).$$
To first order this is a pure $l=1$ deformation. The shift changes neither $A$ nor $V$, so $F$ stays constant at any radius. Equation (5), however, assigns $l=1$ the energy $(2\sigma-fR)a^2$, which vanishes only at the critical radius. The second-order part of $\zeta$ resolves this. With $a^2=d^2\int\cos^2\theta\,d\Omega=4\pi d^2/3$, the two contributions are
$$F_2=(2\sigma-fR)\frac{4\pi d^2}{3},\qquad F_1=R(2\sigma-fR)\Big(-\frac{d^2}{2R}\Big)\frac{8\pi}{3}=-(2\sigma-fR)\frac{4\pi d^2}{3},$$
and they cancel. For $R=\sigma=1$ and the noncritical drive $f=1.5$, direct integration gave $0.500\,a^2$ for the pure $l=1$ shape and no change for a sphere shifted by $0.3R$. If $f$ varied in space, a shift would change the energy and the modes would in general no longer be neutral.

## Walls of finite width

Let an order parameter $u$ have energy density $\frac12|\nabla u|^2+W(u)$, with $\nabla$ now the gradient in space, and let $u_0(r)$ be a critical droplet that falls monotonically outward:
$$u_0''+\frac2r u_0'=W'(u_0).$$
Differentiating with respect to $r$ gives
$$u_0'''+\frac2r u_0''-\frac2{r^2}u_0'=W''(u_0)\,u_0' .$$
The second variation acts on fluctuations of angular order $l$ through
$$H_l=-\frac{d^2}{dr^2}-\frac2r\frac d{dr}+\frac{l(l+1)}{r^2}+W''(u_0),$$
and therefore
$$H_l\,u_0'=\frac{(l-1)(l+2)}{r^2}\,u_0' . \tag{6}$$

A wall displacement $\zeta$ changes $u$ by $-u_0'\zeta$. By (6) its second-order energy is
$$\frac12\sum_{lm}a_{lm}^2\int r^2u_0'\,H_lu_0'\,dr=\frac12\sum_{lm}(l-1)(l+2)\,a_{lm}^2\int u_0'^2dr .$$
For a thin wall $\int u_0'^2dr=\sigma$, since a flat wall between equal wells has equal gradient and potential energies. This recovers (2). Dividing by the norm $\int r^2u_0'^2dr\simeq\sigma R^2$ gives the thin-wall eigenvalues $(l-1)(l+2)/R^2$.

Part of the result survives at any width. For $l=1$, $u_0'$ is a zero mode without nodes, hence the lowest state of $H_1$. Since $H_l-H_1$ is positive for $l\ge2$, those modes are stable. For $l=0$, (6) gives a negative energy, so there is at least one unstable mode. That there is no second one is not proved here; it was found numerically for the droplets below.

These have $W=\frac14(u^2-1)^2-hu$, with flat-wall profile $\tanh(x/\delta)$ and $R$ defined as $2\sigma/(2h)$. In the table $\lambda_l$ is the lowest eigenvalue of $H_l$.

| $R/\delta$ | barrier / thin-wall barrier | $\lambda_0R^2$ | $\lambda_2R^2$ |
|---|---|---|---|
| 4.8 | 0.896 | −2.117 | 4.207 |
| 9.6 | 0.974 | −2.027 | 4.053 |
| 19.2 | 0.994 | −2.007 | 4.013 |

The deviations from $1$, $-2$ and $4$ fall about fourfold when $R/\delta$ doubles, which is consistent with corrections of order $(\delta/R)^2$ for this double well, which is symmetric under $u\to-u$ at $h=0$. Equal stiffness of the two minima is not enough for this: if $\frac14(u^2-1)^2$ is multiplied by $1-\frac32u(1-u^2)$, the minima stay equally stiff, but, with $\delta$ unchanged and $R=2\sigma/(2h)$, the barrier exceeds the thin-wall value by 7.4% at $R/\delta=9.6$ and still by 4.5% at $R/\delta=19.2$. The computed $\lambda_1R^2$ was $0.0001$, a numerical error, since the exact value is zero.

## A crystallite in amorphous lead titanate

Take an anneal at 873 K. This lies above the Curie temperature of unstressed bulk lead titanate, roughly 760 K, so we take the perovskite nucleus to be nonpolar, without bound charge. Tensile misfit stress would raise the Curie temperature and could use up much of this margin, so the nonpolar state is an assumption here. The round model values are $\sigma=0.15$ J/m² and $f=2.5\times10^8$ J/m³. Then
$$R=\frac{2(0.15)}{2.5\times10^8}\ \text{m}=1.20\ \text{nm},$$
$$F^*=\frac{16\pi(0.15)^3}{3(2.5\times10^8)^2}\ \text{J}=9.05\times10^{-19}\ \text{J}=5.65\ \text{eV}\approx75\,k_BT .$$

In these units $\sigma=0.936$ eV/nm². A displacement of 0.05 nm rms over the sphere has $a^2=4\pi(0.05)^2=0.0314$ nm². For $l=2$ the curvature is $4\sigma=3.74$ eV/nm², and the energy is $\frac12(3.74)(0.0314)=0.059$ eV. Direct integration, averaged over both signs of an $m=0$ displacement, gives 0.0585 eV. For $l=0$ both routes give $-0.029$ eV. For $l=4$ they give 0.265 and 0.260 eV; the quadratic formula is 2% high.

For $l=1$ the direct value is $-0.00003$ eV rather than zero. The averaging removes odd orders, and (4) has no fourth-order term, so the leading remainder is $-\sigma\int|\nabla\zeta|^4d\Omega/(8R^2)$. With $|\nabla\zeta|^2=3(0.05\ \text{nm})^2\sin^2\theta$ this equals $-0.00003$ eV. A pure $l=1$ shape is a translation to first order only.

**Comparison with real films.** The values of $\sigma$ and $f$ are rough, and the barrier is sensitive to them: at fixed $f$, a 20% larger $\sigma$ raises it by $1.2^3-1=73\%$. The dependence of $\sigma$ on orientation is also neglected. It makes the stationary shape nonspherical: for a weak, smooth dependence, the radius varies with direction by about the same fraction as $\sigma$. A smooth dependence can produce sharp edges or corners if it is strong enough; for $\sigma\propto1+\epsilon(n_x^4+n_y^4+n_z^4)$, with $\mathbf n$ the wall normal, a variation of about ±9% suffices. A cusp in $\sigma$ at some orientation can produce a facet even if the dependence is weak. Four other neglected effects can be sized.

- *Wall width.* For a half-width of 0.25 nm, $R/\delta=4.8$, and the quartic model lowers the barrier by about 10%. This value is not general, because it rests on the symmetry of the well under $u\to-u$, which a crystal and its glass do not share. If the term $\frac14(u^2-1)^2$ is multiplied by $1+u/2$ or $1-u/2$, the barrier at $R/\delta=4.8$, with $\delta$ kept at its value for the symmetric well and $f$ taken as the actual energy difference between the two minima of $W$, is 23% lower or 4% higher than the thin-wall value for the same $\sigma$ and $f$; with $f$ taken as $2h$ instead, it is 18% or 1% lower.
- *Electrode.* A film can also nucleate at the electrode instead of in the interior. If the contact angle is 90°, the nucleus is half a sphere and the barrier is halved to 2.8 eV. With the present values this route would dominate. With the thin-wall barrier and one attempt per atomic site (a cube of side 0.4 nm) at the rate $k_BT/h$, where $h$ is Planck's constant, a film of 1 cm² area and 100 nm thickness would form an interior nucleus about once in 140 s. This time is not a prediction: the 10% lower barrier of the previous item shortens it more than a thousandfold, while a 10% larger $\sigma$ lengthens it by more than ten orders of magnitude. Whether interior nuclei form in a real film therefore cannot be decided from these rough values. The interior sphere is a model case here, and at a contact angle of 90° it is not the main route. Only deformations symmetric under reflection in the electrode remain, so there is one unstable mode and two neutral ones.
- *Thermal fluctuations.* In the harmonic approximation a stable mode has $\langle a_{lm}^2\rangle=k_BT/[\sigma(l-1)(l+2)]$. Summing $l=2$ to 9, with the upper limit set by an atomic spacing of 0.4 nm, gives an rms roughness of 0.16 nm, or 13% of $R$. Weighting each term of the mean-square sum by $l(l+1)/R^2$ gives an rms slope of about 0.7 (0.5 for an upper limit $l=6$, 0.9 for $l=12$), which is not small, so the roughness is only a rough estimate. In this estimate the smooth sphere is an average over the fluctuations, not a typical shape.
- *Misfit strain.* This is treated next.

## Long-range energies: elastic misfit and depolarization

**Elastic misfit.** Suppose the nucleus would, if free, differ from its matrix by a linear strain $e_0$, equal in all directions, and that both phases share the same isotropic moduli. Let $\chi$ be 1 inside and 0 outside, $K$ the bulk modulus, and $\lambda,\mu$ the Lamé constants. Force balance is solved by a displacement $\mathbf u=\nabla\Phi$ with $(\lambda+2\mu)\nabla^2\Phi=3Ke_0\chi$. At equilibrium the energy is
$$\frac92Ke_0^2V-\frac{3Ke_0}2\int\chi\,\nabla\!\cdot\mathbf u\,d^3x=\Big[\frac92Ke_0^2-\frac{(3Ke_0)^2}{2(\lambda+2\mu)}\Big]V=\frac{Ye_0^2}{1-\nu}\,V,$$
where the last step uses $\lambda+2\mu=K+\frac43\mu$, $K=Y/[3(1-2\nu)]$ and $\mu=Y/[2(1+\nu)]$. The energy is proportional to $V$ for every shape. It reduces $f$, and for equal moduli the theorem holds as long as the net drive is positive. If only the bulk moduli differ, force balance is still solved by a gradient $\nabla\Phi$ with $\nabla^2\Phi$ constant inside and zero outside, and the energy remains proportional to $V$. With unequal shear moduli the elastic energy depends on the shape, and the stability of the modes with $l\ge2$ must be examined anew.

With rough values $Y=50$ GPa, $\nu=0.25$ and $e_0=0.02$, the cost is $2.7\times10^7$ J/m³. The radius rises to 1.34 nm and the barrier to 7.1 eV. Flow of the amorphous matrix would relieve part or all of this.

**Depolarization.** A reversed domain in a polar crystal is different. Its polarization differs from that of the parent by $\Delta P=2P$ along $z$, which leaves charge $\Delta P\cos\theta$ per area on a sphere. In a uniform medium of relative permittivity $\varepsilon$, the potential is $Ez$ inside and $ER^3\cos\theta/r^2$ outside. The jump of the normal field, $3E\cos\theta$, must equal $\Delta P\cos\theta/(\varepsilon_0\varepsilon)$, so $E=\Delta P/(3\varepsilon_0\varepsilon)$. Half the integral of charge times potential, divided by the volume, is
$$w=\tfrac12\Delta P\,E=\frac{\Delta P^2}{6\varepsilon_0\varepsilon}.$$

Now move the wall outward by $\zeta$. As the polarization of the added layer is built up, the field in it changes linearly from the outer to the inner value, so the energy per added volume is $-\Delta P$ times the mean $z$ field. The inner field is $-E$, and the outer one exceeds it by $\Delta P\cos^2\theta/(\varepsilon_0\varepsilon)$ along $z$. The energy per added volume is
$$\frac{\Delta P^2}{\varepsilon_0\varepsilon}\Big(\frac13-\frac{\cos^2\theta}2\Big)=\frac{\Delta P^2}{\varepsilon_0\varepsilon}\Big(\frac16-\frac{P_2(\cos\theta)}3\Big),$$
with $P_2$ the Legendre polynomial. The $P_2$ term favours elongation along $z$. Wall tension and a uniform drive act equally in all directions on a sphere and cannot balance it, so the sphere is not stationary and the theorem does not apply.

For lead titanate take the rough values $P=75$ µC/cm², $\varepsilon=100$ and a field of 1 MV/cm. The field drive is $1.5\times10^8$ J/m³ and the depolarization energy $4.2\times10^8$ J/m³, 2.8 times larger. In this model even a sphere held in shape gains nothing by growing. The factor 2.8 is only a rough indication: the field inside the sphere is $E=5.6$ MV/cm, and the linear response to it would be a polarization of about $2P/3$, too large for a linear medium to be a good description. Equation (2) can therefore serve as a model of the nonpolar crystallite if its interface energy depends only weakly and smoothly on orientation and the shape-dependent part of the elastic energy is small, but not of polarization reversal in the insulating crystal. The remaining computed values are in the numerical output.

## Computed values

```
SURFACE TESTS (R = sigma = 1)
order of area remainder: 3.954
order of volume remainder: 3.000
negative, zero, positive modes for l<=3: 1 3 12
l=0 Hessian diagonal, min and max: -2.00000 -2.00000
l=1 Hessian diagonal, min and max: -0.00000 -0.00000
l=2 Hessian diagonal, min and max: 3.99998 3.99998
l=3 Hessian diagonal, min and max: 9.99992 9.99994
shift 0.3 R at f=1.5, energy change: 0.0e+00
pure l=1 at f=1.5, energy/a^2: 0.5000
NONPOLAR NUCLEUS IN AMORPHOUS LEAD TITANATE (rough inputs)
wall energy: 0.15 J/m2
drive: 2.50e+08 J/m3
temperature: 873 K; kT: 0.0752 eV
critical radius: 1.200 nm
barrier: 5.647 eV = 75.1 kT
rms displacement in table: 0.05 nm
l, curvature (eV/nm2), formula energy (eV), direct energy (eV)
0   -1.8725   -0.02941   -0.02941
1    0.0000    0.00000   -0.00003
2    3.7449    0.05882    0.05850
3    9.3623    0.14706    0.14561
4   16.8521    0.26471    0.26040
FINITE WALL WIDTH (quartic double well)
wall half-width delta: 0.25 nm
R/delta, barrier/thin-wall barrier, eigenvalue*R^2 for l=0,1,2
4.8 0.8962 -2.1167 0.00012 4.2072
9.6 0.9743 -2.0269 0.00012 4.0528
19.2 0.9936 -2.0066 0.00012 4.0134
barrier-ratio shift, step halved: 2.7e-05
OTHER NEGLECTED EFFECTS
l=2 variance, full/harmonic: 1.0217
thermal rms roughness, l=2 to 9: 0.158 nm
Young modulus: 50 GPa; Poisson ratio: 0.25
linear misfit: 0.02; elastic energy: 2.667e+07 J/m3
radius with unrelaxed misfit: 1.343 nm
barrier with unrelaxed misfit: 7.076 eV
barrier on electrode, 90 degree contact: 2.824 eV
REVERSED DOMAIN IN LEAD TITANATE (rough inputs)
polarization: 75 uC/cm2
relative permittivity: 100
field: 1.0 MV/cm
field drive: 1.500e+08 J/m3
depolarization energy: 4.235e+08 J/m3
depolarization/drive: 2.82
depolarizing-factor slope, spheroid: -0.4000
same slope from wall force: -0.4000
```
